# Where Padé continuation of a GW self-energy works and where it fails

A GW calculation is often cheapest on the imaginary frequency axis, where the self-energy is smooth. A quasiparticle energy, however, needs the self-energy at a real frequency. For the water molecule treated below, a Padé approximant built from the same kind of axis data gives the highest occupied level to better than \(10^{-6}\) eV, but misses the deep valence level by 0.4 eV and the oxygen 1s level by 1.1 eV. These figures are for exact data, one set of 16 frequencies and a small basis. The cause is where the poles of the self-energy lie, together with how little of their arrangement can be seen from the axis; the size of the miss depends also on where the frequencies are placed.

## The poles and the window between them

Take a closed-shell molecule with real orbitals, mean-field levels \(\varepsilon_m\), midgap energy \(\mu\), and direct RPA excitation energies \(\Omega_s>0\). In the product basis of orbitals \(n,m\), the correlation part of the screened interaction is
\[
W_{nm}(i\omega')=-\sum_s\frac{2\Omega_s w_{nms}^2}{\Omega_s^2+\omega'^2},
\]
with real couplings \(w_{nms}\). The diagonal correlation self-energy on the axis is
\[
\Sigma_n(i\omega)=-\frac1{2\pi}\sum_m\int_{-\infty}^{\infty}\!d\omega'\,\frac{W_{nm}(i\omega')}{c_m+i\omega'},\qquad c_m=i\omega+\mu-\varepsilon_m .
\]
The argument of \(\Sigma_n\) is measured from \(\mu\). For an occupied \(m\), \(\mathrm{Re}\,c_m>0\), and the pole at \(\omega'=ic_m\) lies in the upper half-plane. Closing the contour below encloses only \(\omega'=-i\Omega_s\), and each term gives \(w_{nms}^2/(c_m+\Omega_s)\). For an empty \(m\), closing above gives \(w_{nms}^2/(c_m-\Omega_s)\). Hence
\[
\Sigma(z)=\sum_p\frac{R_p}{z-x_p},\qquad R_p=w_{nms}^2\ge0,
\]
with poles at \(\varepsilon_i-\Omega_s-\mu\) for occupied \(i\) and \(\varepsilon_a+\Omega_s-\mu\) for empty \(a\). None lies closer to midgap than
\[
\Delta=\tfrac12(\varepsilon_{\rm LUMO}-\varepsilon_{\rm HOMO})+\Omega_{\min}.
\]

The example is one water molecule at a fixed geometry: G0W0 on PBE, cc-pVDZ basis, all electrons. Half the gap is \(-2.595+6.119=3.524\) eV and \(\Omega_{\min}=7.651\) eV, so \(\Delta\approx11.17\) eV. The full pole sum is the reference for continuation errors. It is not a prediction of experiment: basis-set incompleteness, vertex corrections, self-consistency and relativity are left out. The numbers below are not converged in the basis. In cc-pVTZ, \(\Delta\) becomes 11.03 eV, the HOMO moves from \(-11.17\) to \(-11.89\) eV, 2a1 from \(-30.97\) to \(-29.70\) eV (\(Z=0.26\)) and 1s from \(-531.9\) to \(-528.7\) eV (\(Z=0.24\)). The Padé errors of the three levels become \(2\times10^{-6}\), 0.7 and 6.7 eV. The contrast between the levels persists; the digits do not.

## What the Padé approximant puts in place of the poles

Let \(\Sigma\) be known at \(i\omega_k\), \(k=1,\dots,n\). Since \(\Sigma(z^*)=\Sigma(z)^*\), its values at \(-i\omega_k\) are known too. We seek \(r=P/Q\), with \(Q\) monic of degree \(n\) and \(P\) of degree at most \(n-1\), that matches all \(2n\) values. Define
\[
w(z)=\prod_{k=1}^n(z^2+\omega_k^2),\qquad \nu_p=\frac{R_p}{w(x_p)}>0,
\]
keeping only poles with \(R_p>0\), and assume more than \(n\) distinct ones. Choose \(Q\) as the orthogonal polynomial for the weights \(\nu_p\):
\[
\sum_p\nu_p\,x_p^j\,Q(x_p)=0,\qquad j=0,\dots,n-1 .
\]
Now set
\[
P(z)=Q(z)\Sigma(z)-w(z)\sum_p\frac{\nu_pQ(x_p)}{z-x_p}.
\]
At each \(x_p\) the residue is \(Q(x_p)R_p-w(x_p)\nu_pQ(x_p)=0\), so \(P\) is a polynomial. Orthogonality removes the first \(n\) terms of the last sum at large \(z\), which leaves it of order \(z^{-n-1}\). Multiplied by \(w\sim z^{2n}\), it grows no faster than \(z^{n-1}\), as does \(Q\Sigma\). Thus \(P\) has the required degree, and \(Q\Sigma-P\) vanishes at every node because \(w\) does. A second solution \(\tilde P/\tilde Q\) would make \(P\tilde Q-\tilde PQ\), of degree at most \(2n-1\), vanish at \(2n\) nodes. It would then be the same fraction.

The zeros \(t_j\) of \(Q\) are real and simple. If \(Q\) changed sign at fewer than \(n\) points within the span of the poles, its product with the polynomial having those sign changes would have one sign at all \(x_p\), contradicting orthogonality. Nor can two zeros \(t_1,t_2\) share an interval free of true poles: with \(q=Q/[(x-t_1)(x-t_2)]\), orthogonality would require
\[
0=\sum_p\nu_pQ(x_p)q(x_p)=\sum_p\nu_pq(x_p)^2(x_p-t_1)(x_p-t_2),
\]
whereas no term on the right is negative and not all vanish.

The error also follows. The quotient \([Q(z)-Q(x_p)]/(z-x_p)\) is a polynomial of degree \(n-1\) in \(x_p\), so its sum with \(\nu_pQ(x_p)\) vanishes. Therefore
\[
\sum_p\frac{\nu_pQ(x_p)}{z-x_p}=\frac1{Q(z)}\sum_p\frac{\nu_pQ(x_p)^2}{z-x_p},
\]
and division of \(Q\Sigma-P\) by \(Q\) gives
\[
\Sigma(z)-r(z)=\frac{w(z)}{Q(z)^2}\sum_p\frac{R_pQ(x_p)^2}{w(x_p)(z-x_p)} .
\]
Near \(z=t_j\) the sum vanishes, again by orthogonality, and its derivative is negative. Comparing the remaining simple poles on both sides gives the residue of \(r\),
\[
A_j=\frac{w(t_j)}{Q'(t_j)^2}\sum_p\frac{\nu_pQ(x_p)^2}{(t_j-x_p)^2}>0
\]
(for \(t_j\) not coinciding with a true pole). So \(r=\sum_jA_j/(z-t_j)\): a few effective poles with positive strength replace the many true ones. At a true pole that \(r\) misses, \(\Sigma\) diverges and \(r\) does not. If \(n\) equals the number of distinct poles, \(Q=\prod_p(z-x_p)\) makes the error vanish everywhere. With exact data, failure therefore requires fewer effective poles than true ones, and the size of the error then depends also on where the nodes lie, through \(w\) and \(Q\). With inexact data, precision matters as well.

## Why the window is safe

Let \(D\) be the smallest distance from midgap to any pole of \(\Sigma\) or \(r\). The map
\[
z=\frac{2D\zeta}{1+\zeta^2}
\]
takes the disc \(|\zeta|<1\) to the plane cut along the real half-lines \(|x|\ge D\). The error \(e=\Sigma-r\) is analytic there and vanishes at the nodes, whose images are \(\zeta_k\). On \(|\zeta|=\rho<1\), each factor
\[
b_k(\zeta)=\frac{\rho(\zeta-\zeta_k)}{\rho^2-\zeta_k^*\zeta},\qquad |\zeta_k|<\rho,
\]
has modulus one. The ratio \(e/\prod_kb_k\) is analytic inside the circle, so the maximum principle gives
\[
|e(z)|\le M_\rho\prod_{|\zeta_k|<\rho}|b_k(\zeta)| .
\]

For \(M_\rho\) we need a bound on \(|e|\) on the circle. With \(z_1=i\omega_1\),
\[
\Sigma(z)-\Sigma(z_1)=\sum_p\frac{R_p(z_1-z)}{(z-x_p)(z_1-x_p)} .
\]
Let \(d(z)\) be the distance from \(z\) to the cuts. Then \(|z_1-x_p|\le|z-x_p|+|z-z_1|\) gives \(|z_1-x_p|/|z-x_p|\le1+|z-z_1|/d(z)\). The remaining sum is
\[
S=\sum_p\frac{R_p}{x_p^2+\omega_1^2}=-\frac{\mathrm{Im}\,\Sigma(i\omega_1)}{\omega_1}.
\]
The approximant has positive residues and the same value at \(z_1\), hence the same \(S\) and the same bound. Since \(e(z_1)=0\), the two bounds add:
\[
M_\rho=2S\max_{|\zeta|=\rho}|z-z_1|\left(1+\frac{|z-z_1|}{d(z)}\right).
\]

To see which nodes help, let \(\rho\to1\) in the factors alone. A pair \(\pm i\omega_k\) maps to \(\pm is\), and at real \(\zeta\) it contributes
\[
\frac{\zeta^2+s^2}{1+s^2\zeta^2}<1,\qquad s=\frac{\sqrt{D^2+\omega_k^2}-D}{\omega_k}.
\]
The HOMO solution lies 8.575 eV below midgap. With \(D=11.17\) eV this is \(\zeta^2\approx0.22\). A pair at \(\omega_k=D\) contributes about 0.38, and a pair at 800 eV about 0.98. In this bound, nodes up to a few \(D\) do most of the work. At the window's edge \(\zeta^2\to1\), every factor tends to one and the protection is lost.

At half of \(D\) below midgap, raising \(n\) from 4 to 16 lowers the HOMO self-energy error from \(6\times10^{-3}\) to \(6\times10^{-9}\) eV. The bound falls from 2.3 to \(2.6\times10^{-3}\) eV. It is a guarantee and far from an estimate. It was tested at three energies for each of four values of \(n\). For \(n=8\) and 16 one effective pole sits inside the gap, close to the upper edge of the window, on the side away from the HOMO solution, so \(D\) is hardly reduced. Had it fallen near the HOMO energy, it could have spoiled the result locally.

## What the axis cannot see

Split a pole of strength \(R\) at \(x\) into halves at \(x\pm\delta\), with \(|x|>\delta\). With \(u=z-x\), the self-energy changes by
\[
\frac R2\left(\frac1{u-\delta}+\frac1{u+\delta}\right)-\frac Ru
=\frac{Ru}{u^2-\delta^2}-\frac Ru=\frac{R\delta^2}{u(u^2-\delta^2)} .
\]
On the axis, \(|u|\), \(|u-\delta|\) and \(|u+\delta|\) are all smallest at \(z=0\), so the largest change there is \(R\delta^2/[|x|(x^2-\delta^2)]\). At a real energy a distance \(d\) from the pole it is \(R\delta^2/[d|d^2-\delta^2|]\).

The strongest pole of the 1s self-energy within 60 eV below the PBE 1s level lies 554.08 eV below midgap, with \(R=237.8\ \mathrm{eV}^2\). For \(\delta=1\) eV the axis changes by at most \(237.8/[554.08(554.08^2-1)]=1.4\times10^{-6}\) eV. At \(d=3\) eV the change is \(237.8/(3\times8)=9.9\) eV, seven million times larger. For the strongest occupied-side pole of the HOMO self-energy, seen from the HOMO solution, the ratio is only 1.75: that pole is 41.71 eV from the solution and 50.29 eV from midgap, and for \(\delta\) small against both distances the ratio is the cube of their quotient. Occupied-side poles closer to the solution give larger ratios. Empty-side poles, which are nearer to midgap than to the solution, give ratios below one.

If every other pole were known, one such splitting could still be detected in sufficiently precise data. A whole band of unknown poles is harder. Let its poles lie within \(L\) of a centre \(c\), with total strength \(R_{\rm tot}\). For \(\ell=|z-c|>L\),
\[
\frac1{z-x}=\sum_{j\ge0}\frac{(x-c)^j}{(z-c)^{j+1}} .
\]
A Gauss rule for the weights \(R_p\), with \(k\) poles inside the band, reproduces the moments up to \(j=2k-1\): dividing such a power by the rule's orthogonal polynomial leaves a part that orthogonality removes and a remainder of degree below \(k\), which the rule integrates correctly. The remaining terms of the two sums differ by at most
\[
2R_{\rm tot}\sum_{j\ge2k}\frac{L^j}{\ell^{j+1}}=\frac{2R_{\rm tot}}{\ell}\,\frac{(L/\ell)^{2k}}{1-L/\ell}.
\]

The 1s satellite band studied here runs from \(-569.9\) to \(-517.6\) eV; its lower end is a chosen cut 60 eV below the PBE 1s level, and further poles lie below it. Thus \(L\approx26\) eV and its centre is about 541 eV from midgap. On the axis \(L/\ell\) is at most about 0.048. The bound then guarantees that four poles mimic the band with an error of at most about \(6\times10^{-11}\) of \(R_{\rm tot}/\ell\), and seven with at most about \(10^{-18}\), beyond double precision. Inside the band \(\ell\) can be smaller than \(L\), and the expansion gives no such guarantee.

A numerical test confirms the loss. The 16 strongest poles of this band were sampled and continued with \(n=16\). With 250-digit data the largest error at 42 energies spread across the band is \(3\times10^{-155}\) eV; it is larger very close to a pole. With the same data rounded to double precision, its median is 31 eV.

## Three levels of one molecule

The quasiparticle equation is \(E=\tilde\varepsilon+\Sigma(E)\), where \(\tilde\varepsilon\) is the mean-field level with the PBE exchange-correlation potential replaced by exact exchange. Its solutions are eigenvalues of a matrix with \(\tilde\varepsilon\) and the \(x_p\) on the diagonal and \(\sqrt{R_p}\) coupling them: the lower rows give \(c_p=\sqrt{R_p}\,c_0/(E-x_p)\), and the first row then reproduces the equation. Normalization gives the weight
\[
Z=c_0^2=\left[1+\sum_p\frac{R_p}{(E-x_p)^2}\right]^{-1}.
\]
The solution of largest \(Z\) is compared with its counterpart from \(t_j,A_j\). Nodes are spaced geometrically from 2 to 800 eV. The axis data and the approximant are computed with 100 digits, so errors quoted without noise come from the finite set of nodes, through both their number and their placement, and not from rounding. Energies in the table are absolute, in eV, for \(n=16\).

| Level | Pole sum | Padé | \(Z\), pole sum |
|---|---:|---:|---:|
| HOMO | −11.17 | −11.17 | 0.87 |
| 2a1 | −30.97 | −30.52 | 0.59 |
| O 1s | −531.9 | −533.0 | 0.33 |

The HOMO solution lies above the highest possible hole pole, at \(-6.12-7.65=-13.77\) eV. In the HOMO self-energy that pole is in fact absent, and the highest retained hole pole is at \(-15.92\) eV. The median error of \(\Sigma\) within 1 eV of the solution falls from 0.03 eV at \(n=4\) to \(4\times10^{-7}\) eV at \(n=16\). With relative noise of \(10^{-8}\) in the data, the median over five random trials is \(8\times10^{-5}\) eV, but a median hides the tail: a single draw of the same noise can give an error of about 0.02 eV at the solution.

The 2a1 solution lies 17 eV below that first possible pole, among poles made of a shallower hole plus an excitation. Its self-energy has 665 retained poles, against 16 in the approximant. The median errors for \(n=4,8,12,16\) are 2.3, 0.6, 1.4 and 0.7 eV: more nodes bring no steady improvement in this range. Placement matters as much: 16 nodes from 1 to 40 eV bring the 2a1 level within 0.035 eV of the pole sum, while sets starting at 20, 100 or 300 eV miss it by 0.5 to 5 eV. The 1s level is missed by more than 1 eV with each of these sets. With the same relative noise, the median over five random trials at \(n=16\) is 2.9 eV; so few trials do not fix the size of the effect.

For 1s, the semilocal starting point matters. Its PBE level is \(-509.9\) eV, so the poles pairing a 1s hole with an excitation begin at or below \(-517.6\) eV. The exchange-corrected level is \(-558.8\) eV, and the strongest solution, at \(-531.9\) eV, falls inside the satellite band. The low \(Z\) shows that the weight is shared with other solutions. Near this solution the median errors are 14, 20, 0.7 and 1.9 eV for the four values of \(n\). Over the whole band the \(n=16\) median is 19 eV, so the 1.1 eV error in the level understates how poorly the function is reproduced.

Distance alone does not produce this failure. The same 1s self-energy has no retained pole between \(-519.8\) and \(-143.5\) eV. Around the middle of that interval, 329 eV from midgap, \(\Sigma\) is 4.20 eV and the median Padé error is 0.008 eV, or 0.2%. Seen from there, the band has \(L/\ell\approx0.12\), so a few poles can represent it well. This is consistent with the small error, but it is not a bound on the Padé error, to which the other poles also contribute.

## What to do about it

First compare the expected solution with the window. For an occupied level the criterion is
\[
E>\varepsilon_{\rm HOMO}-\Omega_{\min}.
\]
Inside the window, put many nodes at frequencies up to a few \(\Delta\) (as the bound suggests; 16 nodes from 1 to 40 eV lower the HOMO error to about \(10^{-12}\) eV with exact data, whereas nodes from 20 to 800 eV raise it to about 0.01 eV), use the conjugate values, and check stability against \(n\) and small noise. An isolated jump at one \(n\) may signal an effective pole in the gap. Below the window, convergence in \(n\) need not be steady: the 1s error was smaller at \(n=12\) than at \(n=16\).

The edge is not a sharp threshold. With the nodes of the table, the 3a1 level at \(-13.41\) eV, just inside the window, is continued to 0.006 eV, and the 1b2 level at \(-17.83\) eV, 4 eV below the edge, to 0.009 eV. Below the window only the guarantee is lost. For levels that lie among many poles, use the pole sum if the RPA problem can be diagonalized, or contour deformation. The latter follows from the first integral. At an absolute real energy \(E\), put \(c_m=E-\varepsilon_m\). For an occupied \(m\) with \(\varepsilon_m>E\), \(c_m\) is negative and the integral yields \(1/(c_m-\Omega_s)\), whereas the self-energy contains \(1/(c_m+\Omega_s)\). The missing part is
\[
\sum_sw_{nms}^2\left(\frac1{c_m+\Omega_s}-\frac1{c_m-\Omega_s}\right)
=\sum_s\frac{2\Omega_sw_{nms}^2}{\Omega_s^2-c_m^2}=-W_{nm}(|c_m|),
\]
with \(W\) now at a real frequency. For \(E\) below midgap, adding this term for each such \(m\) restores the self-energy.

These terms also show what Padé is asked to guess. For the HOMO solution the largest real frequency needed is \(11.17-6.12=5.05\) eV, below the first excitation at 7.65 eV, where \(W\) has no poles. For 1s, the term with \(m\) equal to 1s itself needs \(W\) at \(531.9-509.9=22.0\) eV, above the onset of the excitation spectrum. Contour deformation calculates that value directly.

A starting point with a deeper 1s level in \(G\) moves the poles with a 1s hole down by the same amount if the \(\Omega_s\) stay fixed. The same range also holds poles pairing a valence hole \(i\) with an excitation out of 1s, near \(\varepsilon_i-(\varepsilon_a-\varepsilon_{1s})=\varepsilon_{1s}-(\varepsilon_a-\varepsilon_i)\); these move only if the core excitation energies move too. If the solution then lies clear of the band, continuation should become easier, but only gradually: while the clearance is smaller than the half-width \(L\), the ratio \(L/\ell\) stays above one half, and with 16 effective poles a sizeable error can remain even for exact data. In the same basis, starting from PBE with 45% exact exchange puts the 1s solution 7 eV above the nearest pole below it, and Padé still misses it by 1.4 eV. Starting from Hartree–Fock the clearance is 33 eV and the miss 0.36 eV.

If a broadened self-energy is enough, evaluate it at \(x+i\eta\), directly above a pole. The splitting formula then gives a change, relative to that pole's own contribution \(R/\eta\), of \(\delta^2/(\eta^2+\delta^2)\). For \(\delta=1\) eV and \(\eta=10\) eV this is 1%. Structure much finer than \(\eta\) matters less, but the separate solutions on the real axis are no longer resolved. Structure wider than \(\eta\) is not removed: above much of the 1s band, with \(L\approx26\) eV, a point at \(\eta=10\) eV still has \(\ell<L\), so the expansion gives no guarantee there, and the \(n=16\) median error across the band at this \(\eta\) is still about 11 eV, some 30% of \(|\Sigma|\). The values for the three tabulated levels with nodes from 2 to 800 eV are in the numerical output below.

## Computed values

```
Orbitals 24, occupied 5, RPA excitations 95
Midgap mu = -2.595 eV; lowest RPA energy = 7.651 eV
Nodes: w from 2 to 800 eV, geometric
Pole sum vs frequency integral, max relative error 1.9e-14
Energies below are absolute unless marked 'from mu'
HOMO: PBE level -6.119 eV, exchange-corrected level -13.434 eV
  poles kept 502, pole-free half-width 11.174 eV from mu
  exact QP -11.1700 eV, Z 0.867 (-8.575 eV from mu)
  Pade n=16 QP -11.1700 eV, Z 0.867; difference -3.67e-07 eV
  median Sigma error, n=4,8,12,16: 3.02e-02, 4.22e-03, 1.87e-05, 4.24e-07 eV
  same, n=16, relative noise 1e-08: 8.36e-05 eV
2a1: PBE level -24.567 eV, exchange-corrected level -36.250 eV
  poles kept 665, pole-free half-width 11.174 eV from mu
  exact QP -30.9699 eV, Z 0.587 (-28.374 eV from mu)
  Pade n=16 QP -30.5232 eV, Z 0.664; difference 4.47e-01 eV
  median Sigma error, n=4,8,12,16: 2.27e+00, 6.01e-01, 1.38e+00, 6.81e-01 eV
  same, n=16, relative noise 1e-08: 2.90e+00 eV
O 1s: PBE level -509.911 eV, exchange-corrected level -558.814 eV
  poles kept 665, pole-free half-width 11.174 eV from mu
  exact QP -531.9413 eV, Z 0.331 (-529.346 eV from mu)
  Pade n=16 QP -533.0472 eV, Z 0.588; difference -1.11e+00 eV
  median Sigma error, n=4,8,12,16: 1.40e+01, 1.97e+01, 6.83e-01, 1.86e+00 eV
  same, n=16, relative noise 1e-08: 1.82e+00 eV
HOMO window bound, tested at -D/2 from mu:
  n=4: Pade poles in gap 0, D 11.174 eV, error 5.71e-03 eV, bound 2.32e+00 eV
  n=8: Pade poles in gap 1, D 10.982 eV, error 3.43e-04 eV, bound 4.72e-01 eV
  n=12: Pade poles in gap 0, D 11.174 eV, error 1.03e-06 eV, bound 4.07e-02 eV
  n=16: Pade poles in gap 1, D 11.173 eV, error 6.30e-09 eV, bound 2.58e-03 eV
1s satellite band -569.9 to -517.6 eV: median error 1.87e+01 eV
1s pole-free interval -519.8 to -143.5 eV
  at its middle -331.7 eV: Sigma 4.2018 eV, median error 8.34e-03 eV
Splitting a pole by +-1 eV:
  HOMO: pole -50.29 eV from mu, R 41.787 eV^2, probe distance 41.71 eV
    change on axis 3.29e-04 eV, at probe 5.76e-04 eV, ratio 1.75e+00
  O 1s: pole -554.08 eV from mu, R 237.763 eV^2, probe distance 3.00 eV
    change on axis 1.40e-06 eV, at probe 9.91e+00 eV, ratio 7.09e+06
16 strongest 1s band poles, n=16, error in band:
  250-digit data, maximum 3.3e-155 eV
  double-precision data, median 3.11e+01 eV
```
